How 2x1 and 2x2 Interfaces on Si(111) Fold Conduction Valleys, part 1

(Sections cited here and not found follow in the second part.)

## First half: which valleys fold, and where they go

**Q:** You say that a 2x1 reconstruction at a silicon (111) interface brings two of the six conduction valleys close to the zone centre, and that a 2x2 reconstruction brings all six. I doubt that a change in a single atomic layer can move the valleys of a bulk crystal.

**A:** It does not move them. The six minima stay where they are in bulk silicon, at

±κ(2π/a) along each cubic axis, with 1/2 < κ < 1,

where a is the lattice constant. What changes is the rule that decides which electrons on the other side of the interface can enter them. That rule concerns the wavevector parallel to the interface, and it depends on how the interface repeats.

**Q:** Then start with the rule, and do not assume that the reconstruction is a weak perturbation.

**A:** Let the whole structure, consisting of silicide, interface layer and silicon, repeat under an in-plane translation A. I assume a coherent film, which shares silicon's in-plane period, and domains large enough to be treated as infinite. The Hamiltonian then commutes with the translation by A, and each scattering state can be chosen to acquire a fixed phase factor under it. An electron that arrives from the silicide with parallel wavevector q has the factor exp(iq·A). The part transmitted into silicon with wavevector k has the factor exp(ik·A). They belong to one state, so they are equal:

exp(ik·A) = exp(iq·A),

(k − q)·A = 2π × integer, for every translation A of the interface.

The parallel parts of k and q may therefore differ by a reciprocal vector of the interface lattice, and by nothing else. The normal component is free, because the interface has no translation symmetry in that direction. Nothing here requires a weak interface potential.

A longer repeat distance imposes fewer conditions, so more transfers are allowed. Folding a valley means subtracting an allowed transfer from its parallel wavevector, so as to find the smallest q from which it can be reached.

**Q:** What are the translations without reconstruction?

**A:** The unreconstructed, or 1x1, interface has the shortest silicon translations lying in the (111) plane:

t1 = (a/2)(1, −1, 0),
t2 = (a/2)(0, 1, −1).

Each is perpendicular to (1,1,1), since its components sum to zero. Each has length a/√2. Their scalar product is −a²/4, so the cosine of the angle between them is (−a²/4)/(a²/2) = −1/2, and the angle is 120°.

**Q:** And where do the valleys lie when seen along the surface normal?

**A:** Define the three points

X = (2π/a)(1,0,0), Y = (2π/a)(0,1,0), Z = (2π/a)(0,0,1).

The valleys are at ±κX, ±κY and ±κZ. Let n = (1,1,1)/√3 be the normal and let P remove the normal component of a vector. Since the normal component of (1,0,0) is 1/√3,

PX = (2π/a)[(1,0,0) − (1/3)(1,1,1)] = (2π/a)(2,−1,−1)/3.

Its length, which I call D, is

D = (2π/a)√(4+1+1)/3 = √(2/3)(2π/a).

PY and PZ have the same length by symmetry. Adding the three gives P(X+Y+Z) = 0, because X+Y+Z is along the normal. For the angles,

PX·PZ = X·Z − (X·n)(Z·n) = 0 − (1/3)(2π/a)² = −D²/2.

The same value holds for the other two pairs, so PX, PY and PZ are 120° apart. The six projected valleys form a regular hexagon of radius κD.

**Q:** A hexagon of valleys tells me nothing about folding. Which of these directions is special to the interface lattice?

**A:** Calculate the phases of X, Y and Z on the two translations. The translations lie in the plane, so it makes no difference whether one uses X or PX:

X·t1 = π, X·t2 = 0,
Y·t1 = −π, Y·t2 = π,
Z·t1 = 0, Z·t2 = −π.

A reciprocal vector of the 1x1 lattice needs both phases to be multiples of 2π. None of the three points qualifies, but twice each point does. The vectors 2PX, with phases (2π, 0), and −2PZ, with phases (0, 2π), form a basis of the reciprocal lattice. Each has length 2D, and the angle between them is 60°, because PX and PZ are 120° apart and one sign has been reversed. The reciprocal lattice is thus hexagonal with shortest length 2D.

Its first zone is bounded by the perpendicular bisectors of the six shortest vectors, at distance D from the centre. The next reciprocal vectors have length 2√3 D, so their bisectors lie at √3 D. That is beyond the hexagon's corners at 2D/√3, and they cut nothing off. Hence ±PX, ±PY and ±PZ are the midpoints of the six zone edges. Such a midpoint is called M̄, and the zone centre is called Γ̄.

Each valley lies on a line from Γ̄ to M̄, at the fraction κ of the way. Since κ < 1, all six are inside the 1x1 zone. No transfer brings them nearer, and their distance from Γ̄ is κD.

**Q:** Now double one translation.

**A:** Take the 2x1 cell with A1 = 2t1 and A2 = t2. The phases on the new translations are

X: (2π, 0),
Y: (−2π, π),
Z: (0, −π).

Only X has two multiples of 2π. PX has become a reciprocal vector of the interface, while PY and PZ have not. Doubling t1 cures an odd multiple of π on t1, but Y and Z each have an odd multiple of π on t2, which was not doubled.

The two valleys on the x axis can now be shifted by PX:

κPX − PX = −(1−κ)PX,
−κPX + PX = +(1−κ)PX.

Both end at distance (1−κ)D from Γ̄, each on the side opposite to where it began. They fold as a pair because the negative of a reciprocal vector is also a reciprocal vector.

**Q:** You have shown that one shift fails for the other four. Some longer vector of the new lattice might still bring them near.

**A:** That requires the whole lattice. A basis of it is PX, with phases (2π, 0) on A1 and A2, and −2PZ, with phases (0, 2π). Let e1 be the unit vector along PX. The component of −2PZ along e1 is −2D cos 120° = D, and its perpendicular component has size √(4D² − D²) = √3 D. Calling that perpendicular direction e2,

PX = D e1,
−2PZ = D e1 + √3 D e2.

Subtracting the first from the second leaves √3 D e2, which is also a reciprocal vector. The lattice is therefore rectangular, with sides D and √3 D, and its first zone is

|k1| ≤ D/2, |k2| ≤ √3 D/2.

From the second line, PZ = (−1/2, −√3/2)D in components along e1 and e2. Since PY = −PX − PZ,

PY = (−1 + 1/2, √3/2)D = (−1/2, √3/2)D.

These are corners of the rectangle. The four valleys ±κPY and ±κPZ lie at κ(±1/2, ±√3/2)D, with all four sign combinations. They are inside the zone because κ < 1. Within the first zone the nearest reciprocal vector is zero, by the definition of the zone, so no vector, however long, brings them closer. They remain at κD.

They are not isolated from one another, though. The four corners differ by reciprocal vectors and count as one point, and each valley is (1−κ)D from its corner. The 2x1 interface thus gathers two valleys around the centre and four around the corner.

**Q:** And the folded pair? Is (1−κ)D the smallest distance for it?

**A:** Yes, on one condition. The folded points have k2 = 0 and |k1| = (1−κ)D. They are inside the rectangle if (1−κ)D ≤ D/2, which means κ ≥ 1/2. For κ < 1/2 the original position would be the nearer one and the reconstruction would give no gain. With κ = 0.4, for example, the valley stays at 0.4D, although the shifted point at 0.6D is also allowed. In the opposite limit, κ → 1, the pair folds onto Γ̄ itself.

**Q:** For 2x2 I expect you to double both translations.

**A:** With A1 = 2t1 and A2 = 2t2, every phase in the original list is doubled:

X: (2π, 0), Y: (−2π, 2π), Z: (0, −2π).

All are multiples of 2π, so PX, PY and PZ are all reciprocal vectors. The new lattice is the 1x1 reciprocal lattice reduced by a factor of two. It is hexagonal, with shortest length D, and its zone edges are at D/2. Each of the six valleys shifts by its own M̄ vector to distance (1−κ)D, which is less than D/2 for κ > 1/2, so the shifted point is in the new zone. All six fold.

**Q:** Your 2x1 result may depend on the cell you drew. I could double t2 instead, or use an oblique cell of twice the area.

**A:** The pair that folds depends on the choice, but the number does not. Any doubled cell defines a set L that contains half of the 1x1 translations. The others form one shifted copy of L. Assign +1 to translations in L and −1 to the others. The sign of a sum of two translations is then the product of their signs, so the assignment is fixed by the signs of t1 and t2. Both cannot be +1, or L would contain everything. Three possibilities remain:

(−1, +1), (−1, −1), (+1, −1).

These are the phase factors of X, Y and Z on (t1, t2), since exp(±iπ) = −1. So L consists of the translations on which one of the three points has phase factor +1, and that point is a reciprocal vector of the interface.

A second one cannot be. If X and Y both had factor +1 throughout L, then L could contain only combinations n1t1 + n2t2 with n1 even, from X, and n1 + n2 even, from Y. Both integers would be even, and that is a quarter of the translations, not half.

As a test by enumeration, I took all doubled cells whose two edges are combinations of t1 and t2 with integer coefficients from −2 to 2. There are 184 descriptions of this kind. A search for the nearest reciprocal vector found one opposite pair folded in each, and three different pairs over the whole set.

**Q:** A real interface could contain all three orientations of 2x1. Is that then equivalent to 2x2?

**A:** Not locally. Each domain folds its own pair and leaves four valleys at κD. Averaged over a large area, every valley is folded somewhere. In a 2x2 domain, every valley is folded everywhere. A probe that is much narrower than a domain can tell the two cases apart in principle, provided it also selects the direction of the parallel wavevector. A probe that injects equally in all in-plane directions receives the same signal from the three 2x1 orientations.

**Q:** You have been speaking of allowed transfers. Does an allowed transfer have to occur?

**A:** For 2x1 the potential must contain it, up to a 1x1 reciprocal vector. Split the interface potential V(r) into two parts,

V₊(r) = [V(r) + V(r+t1)]/2,
V₋(r) = [V(r) − V(r+t1)]/2.

Because V repeats after 2t1, V₋ changes sign under t1 and is unchanged under t2. These are the phases of X, so every Fourier component of V₋ has the form PX plus a 1x1 reciprocal vector, although the component at PX itself may be absent. If V₋ were zero, V would repeat after t1 and the interface would be 1x1. Hence V₋ is not zero. A particular matrix element of it may still be small, or vanish for a symmetry reason.

For 2x2 even the potential may lack one transfer. Label the surface cells by integers n1 and n2 and let the potential in each cell be proportional to

f = (−1)^n1 + (−1)^n2.

The first term supplies the transfer of X and the second that of Z. The transfer of Y would need (−1)^(n1+n2), which is absent. But two successive scatterings can supply it. If the propagation between them is ignored, they bring in the square,

f² = 1 + 2(−1)^(n1+n2) + 1 = 2 + 2(−1)^(n1+n2),

which contains the missing transfer with amplitude 2. In wavevectors this is PX + PZ = −PY. In the real second-order process the two orders, X then Z and Z then X, pass through different intermediate states, so the amplitude depends on energy and wavevector, and the two paths can cancel at particular values. The translation argument thus fixes where the valleys may be reached from, and the strength is a separate matter that depends on the atomic structure.

## Second half: how close, at what energy, and why it matters

**Q:** Before you give numbers, restate what you are carrying over.

**A:** The bulk valleys are at ±κX, ±κY and ±κZ, where X, Y and Z have length 2π/a along the cubic axes. P projects onto the (111) plane, n is the unit normal, and PX, PY and PZ have length D = √(2/3)(2π/a). The interface zone centre is Γ̄, and q is the parallel wavevector of the electron arriving from the metal. The distances of the valleys from Γ̄ are:

- 1x1: κD for all six;
- 2x1, one domain: (1−κ)D for two and κD for four;
- 2x2: (1−κ)D for all six.

From here on m is the free-electron mass.

**Q:** "Close" could mean anything. What is κ for silicon?

**A:** I calculate it from a band structure. The method is the local empirical pseudopotential, in which a few Fourier components of the crystal potential are fitted to measured spectra. I use the standard published form factors, −0.21, 0.04 and 0.08 Ry for reciprocal vectors of squared length 3, 8 and 11 in units of (2π/a)², with a rounded to 0.543 nm. The calculation leaves out spin-orbit coupling, and it includes electron interaction only so far as the fit absorbs it.

The conduction minimum comes out at κ = 0.853. A grid of spacing 0.1(2π/a) over the symmetry-distinct part of the bulk zone has its lowest point on a cubic axis, and no grid point lies below the refined minimum. Enlarging the basis from 137 to 229 plane waves moves κ from 0.8529 to 0.8537, where it stays in larger bases. The numbers below use the smaller basis. With the converged κ the folded distance is 1.383 instead of 1.390 nm⁻¹ and the unfolded one 8.065 instead of 8.058 nm⁻¹, so the last digit or two are not significant.

The distances follow:

2π/a = 11.571 nm⁻¹,
D = 0.8165 × 11.571 = 9.448 nm⁻¹,
κD = 0.8529 × 9.448 = 8.058 nm⁻¹,
(1−κ)D = 9.448 − 8.058 = 1.390 nm⁻¹.

Folding brings a valley nearer by a factor κ/(1−κ) = 5.8. The folded distance is sensitive to κ, because it is a small difference: raising κ by 0.01 lowers it by 0.01D = 0.094 nm⁻¹, or about 7 % of its value.

A 2x1 interface folds two of the six valleys, and a 2x2 interface all six, from 8.058 nm⁻¹ to 1.390 nm⁻¹ from Γ̄. It remains to find the energy at which an electron at normal incidence can enter a folded valley, and when the folding matters in a measurement.
